\section*{The Hopf Map and the Phase of a Spin Eigenstate}

\section{The question and the theorem}

An electron moves through a magnetic texture whose local direction $\vec n$ varies from place to place. If the splitting between its two spin states is large compared with $\hbar$ times the frequencies at which $\vec n$ varies along the electron's path (a condition made precise for a ring below; a small turning rate alone is not enough, since even a slight tilt of $\vec n$ that circles in resonance with the splitting can flip the spin), a spin that starts aligned stays nearly aligned with $\vec n$, and one would like to write the wave function as a scalar amplitude times a fixed function $\chi(\vec n)$, the spinor aligned with $\vec n$. The direction fixes $\chi$ only up to a phase. Can that phase be chosen once and for all, without a jump, for every direction?

A spinor is a column $z=(a,b)^T$ of two complex numbers with $z^\dagger z=|a|^2+|b|^2=1$. In terms of real and imaginary parts such spinors form the unit sphere $S^3$ in $\mathbb R^4$. The Pauli matrices are taken in the standard form with $\sigma_z$ diagonal. The Hopf map assigns to $z$ the vector
\begin{equation}
\pi(z)=\vec n=z^\dagger\vec\sigma z .
\label{hopf}
\end{equation}
Polar angles are defined by $\vec n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. An eigen-spinor means a solution of $(\vec n\cdot\vec\sigma)s=s$, with eigenvalue $+1$.

\paragraph{Theorem.}
(i) The map $\pi$ takes $S^3$ onto the unit sphere $S^2$, and the spinors with a given image form one circle $\{e^{i\alpha}z:0\le\alpha<2\pi\}$.

(ii) No continuous field $s(\vec n)$ of normalized eigen-spinors exists on the whole of $S^2$. In particular, no smooth one exists.

(iii) There are smooth normalized eigen-spinors $\chi_N$, defined away from the south pole, and $\chi_S$, defined away from the north pole, with $\chi_N=e^{i\phi}\chi_S$ wherever both are defined.

The normalization in (ii) matters. The field $(1+n_z,\,n_x+in_y)^T$ is a smooth eigen-spinor on the whole sphere, as the proof of Lemma 3 shows, but it vanishes at the south pole. Conversely, a continuous eigen-spinor without zeros could be divided by its norm, which (ii) forbids. Hence every continuous eigen-spinor field on the whole sphere has a zero.

\section{The fibres are circles}

\paragraph{Lemma 1.} The vector $\vec n=\pi(z)$ has unit length, $zz^\dagger=\frac12(1+\vec n\cdot\vec\sigma)$, and $z$ is an eigen-spinor for $\vec n$. Conversely, a normalized eigen-spinor for $\vec n$ is mapped to $\vec n$.

\paragraph{Proof.} Inserting the Pauli matrices in \eqref{hopf} gives
\begin{align}
n_x&=a^*b+b^*a=2\,\mathrm{Re}(a^*b),\nonumber\\
n_y&=-i(a^*b-b^*a)=2\,\mathrm{Im}(a^*b),\nonumber\\
n_z&=|a|^2-|b|^2 .
\label{components}
\end{align}
Therefore $|\vec n|^2=4|a|^2|b|^2+(|a|^2-|b|^2)^2=(|a|^2+|b|^2)^2=1$. Since $n_x+in_y=2a^*b$ and $1\pm n_z$ equals $2|a|^2$ or $2|b|^2$,
\begin{equation}
\frac{1+\vec n\cdot\vec\sigma}{2}
=\frac12\begin{pmatrix}1+n_z&n_x-in_y\\ n_x+in_y&1-n_z\end{pmatrix}
=\begin{pmatrix}|a|^2&ab^*\\ a^*b&|b|^2\end{pmatrix}=zz^\dagger .
\label{projector}
\end{equation}
Acting on $z$ and using $z^\dagger z=1$ gives $\frac12(1+\vec n\cdot\vec\sigma)z=z$, which is $(\vec n\cdot\vec\sigma)z=z$.

For the converse, put $P_n=\frac12(1+\vec n\cdot\vec\sigma)$. Because $(\vec n\cdot\vec\sigma)^2=|\vec n|^2=1$, one has $P_n^2=P_n$, and the trace of $P_n$ is 1. It is thus the projector on a one-dimensional eigenspace. If $z$ is a unit vector in that space, then $zz^\dagger=P_n$. By \eqref{projector} the same matrix is $\frac12(1+\pi(z)\cdot\vec\sigma)$, and the independence of the Pauli matrices gives $\pi(z)=\vec n$. $\square$

\paragraph{Lemma 2.} If $\pi(z)=\vec n$ and $\pi(z')=\vec n'$, then
\begin{equation}
|z^\dagger z'|^2=\tfrac12(1+\vec n\cdot\vec n').
\label{overlap}
\end{equation}
Two spinors have the same image if and only if they differ by a phase.

\paragraph{Proof.} The left side is $\mathrm{Tr}(zz^\dagger z'z'^\dagger)$. With Lemma 1, $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, it becomes
\begin{equation}
\tfrac14\mathrm{Tr}\big[(1+\vec n\cdot\vec\sigma)(1+\vec n'\cdot\vec\sigma)\big]
=\tfrac14(2+2\,\vec n\cdot\vec n').
\end{equation}
If $\vec n=\vec n'$, the overlap $c=z^\dagger z'$ has modulus 1. Then $\|z'-cz\|^2=1-|c|^2=0$, so $z'=cz=e^{i\alpha}z$. Conversely, a common phase cancels in \eqref{hopf}. $\square$

Different $\alpha$ in $[0,2\pi)$ give different spinors, so the fibre is a full circle. It is a great circle of $S^3$: in $e^{i\alpha}z=\cos\alpha\,z+\sin\alpha\,(iz)$ the vectors $z$ and $iz$ both have unit length, and their real scalar product is $\mathrm{Re}(z^\dagger iz)=\mathrm{Re}\,i=0$. That $\pi$ reaches every $\vec n$ follows from the spinors constructed next.

\section{Two patches}

\paragraph{Lemma 3.} The spinors
\begin{align}
\chi_N&=\frac{1}{\sqrt{2(1+n_z)}}\begin{pmatrix}1+n_z\\ n_x+in_y\end{pmatrix}
=\begin{pmatrix}\cos\frac\theta2\\ e^{i\phi}\sin\frac\theta2\end{pmatrix},\nonumber\\
\chi_S&=\frac{1}{\sqrt{2(1-n_z)}}\begin{pmatrix}n_x-in_y\\ 1-n_z\end{pmatrix}
=\begin{pmatrix}e^{-i\phi}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix}
\label{patches}
\end{align}
have the properties stated in part (iii) of the theorem.

\paragraph{Proof.} For any fixed spinor $u$, the vector $P_nu$ is either zero or an eigen-spinor, because $(\vec n\cdot\vec\sigma)P_n=P_n$. Take $u=(1,0)^T$. Then $P_nu=\frac12(1+n_z,n_x+in_y)^T$, and its squared norm is $u^\dagger P_nu=\frac12(1+n_z)$. Division by the norm gives $\chi_N$, which is smooth where $1+n_z>0$. The choice $u=(0,1)^T$ gives $\chi_S$ in the same way, smooth where $1-n_z>0$. The angular forms follow from $1+\cos\theta=2\cos^2\frac\theta2$, $1-\cos\theta=2\sin^2\frac\theta2$ and $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$. Multiplying the angular form of $\chi_S$ by $e^{i\phi}$ produces $\chi_N$. $\square$

The two domains cover the sphere, so every $\vec n$ has a normalized eigen-spinor, and by Lemma 1 this spinor is mapped to $\vec n$. This completes part (i).

For example, $z=(0.8,0.6i)^T$ has $a^*b=0.48i$, so \eqref{components} gives $\vec n=(0,0.96,0.28)$. The square roots in \eqref{patches} are $\sqrt{2.56}=1.6$ and $\sqrt{1.44}=1.2$. Hence $\chi_N=(0.8,0.6i)^T$ and $\chi_S=(-0.8i,0.6)^T$. Their ratio is $i=e^{i\pi/2}$, in agreement with $\phi=90^\circ$.

Near the south pole $\chi_N$ tends to $(0,e^{i\phi})^T$, which depends on the direction of approach. Between $\phi=0$ and $\phi=180^\circ$ it changes by a vector of length $2\sin\frac\theta2$. This length is 0.01745 at $\theta=1^\circ$, where the patch is regular, and 1.99992 at $\theta=179^\circ$. For $\chi_S$ the two values are interchanged.

\section{The obstruction}

\paragraph{Proof of part (ii).} Suppose that a continuous normalized eigen-spinor $s(\vec n)$ exists everywhere. The eigenspace is one-dimensional, so
\begin{equation}
s=g_N\chi_N=g_S\chi_S,\qquad g_N=\chi_N^\dagger s,\quad g_S=\chi_S^\dagger s,
\end{equation}
where $g_N$ and $g_S$ are continuous and of modulus 1 on their patches. Substituting $\chi_N=e^{i\phi}\chi_S$ gives
\begin{equation}
g_S=e^{i\phi}g_N .
\label{transition}
\end{equation}
On a circle of latitude, let $w(g)$ be the number of turns made by the phase of $g$ as $\phi$ increases by $2\pi$. It is an integer because $g$ returns to its initial value. It varies continuously with $\theta$, so it is constant for $0<\theta<\pi$.

As $\theta\to0$, all values of $g_N$ on the circle approach its single value at the north pole. Once they lie in a short arc of the unit circle, the phase cannot make a full turn, and $w(g_N)=0$. The same argument at the south pole gives $w(g_S)=0$. But \eqref{transition} requires $w(g_S)=w(g_N)+1$, hence $0=1$. The assumed field does not exist. $\square$

\paragraph{Remark 1: other choices of phase.} Let $\chi_N$ and $\chi_S$ be multiplied by continuous phase factors $u_N$ and $u_S$ on their patches. The factor relating them becomes $u_Ne^{i\phi}u_S^{-1}$. Its form has changed, but $u_N$ has winding zero because it extends over the north pole, and $u_S$ has winding zero because it extends over the south pole. The winding number 1 is therefore independent of the choice, while the particular function $e^{i\phi}$ belongs to \eqref{patches}.

\paragraph{Remark 2: the other eigenvalue.} If $t(\vec n)$ were a continuous normalized field with $(\vec n\cdot\vec\sigma)t=-t$, then $s(\vec n)=t(-\vec n)$ would be one with eigenvalue $+1$. The antialigned state is obstructed as well.

\paragraph{Remark 3: the singular point can be moved.} Project a fixed spinor $\xi$ with direction $\vec m=\pi(\xi)$. By \eqref{overlap}, $\|P_n\xi\|^2=\frac12(1+\vec n\cdot\vec m)$, which vanishes only at $\vec n=-\vec m$. The normalized projection is a smooth eigen-spinor everywhere else. For $\vec m$ at $(\theta,\phi)=(70^\circ,20^\circ)$ the singular point is $(110^\circ,200^\circ)$.

The windings show how the proof is evaded. At $\theta=60^\circ$ the cap to the north of the circle is free of singularities, so $w(g_N)=0$ and $w(g_S)=1$. At $\theta=150^\circ$ the cap to the south is free of them, so $w(g_S)=0$ and $w(g_N)=-1$. The computed pairs are $(0,1)$ and $(-1,0)$. Each winding drops by one between the two circles, which is possible because the singular point lies between them.

\section{Connection and flux}

The local change of phase is measured by the Berry connection $a=-i\chi^\dagger d\chi$. For the north patch,
\begin{equation}
\chi_N^\dagger d\chi_N
=-\tfrac12\sin\tfrac\theta2\cos\tfrac\theta2\,d\theta
+\tfrac12\sin\tfrac\theta2\cos\tfrac\theta2\,d\theta
+i\sin^2\tfrac\theta2\,d\phi .
\end{equation}
The $d\theta$ terms cancel. In the south patch they cancel too, and the phase $e^{-i\phi}$ of the upper component contributes $-i\cos^2\frac\theta2\,d\phi$. Thus
\begin{equation}
a_N=\sin^2\tfrac\theta2\,d\phi,\qquad
a_S=-\cos^2\tfrac\theta2\,d\phi,\qquad a_N-a_S=d\phi .
\label{connection}
\end{equation}
The difference is the gauge term produced by $e^{i\phi}$. Both connections have the curvature
\begin{equation}
F=da=\tfrac12\sin\theta\,d\theta\wedge d\phi,\qquad
\int_{S^2}F=\tfrac12\,4\pi=2\pi .
\end{equation}
This gives a second proof for smooth fields: a global $s$ would have a global connection, and Stokes' theorem on a sphere, which has no boundary, would make the total flux zero.

At $\theta=60^\circ$, where $\sin^2\frac\theta2=\frac14$, the loop integrals are $2\pi/4=1.57080$ and $-2\pi\cdot3/4=-4.71239$ rad. They differ by $2\pi$, so the phase factor $e^{i\oint a}$ is the same in both patches. The total flux was also summed over a mesh, using numerically diagonalized eigenvectors with random phases, and divided by $2\pi$ it gives 1.000000. The random phases cancel around each mesh cell. The flux through the cap $\theta\le60^\circ$ is 1.5684 rad on this mesh, 0.15\% below the continuum value $\pi(1-\cos\theta)=1.5708$ rad.

\section{An electron on a ring}

Let an electron move on an ideal one-dimensional ring of radius $R$, with $\phi$ now also its position. The texture has fixed polar angle $\theta$, and its azimuth equals $\phi$. In atomic units, with $D=-i\,d/d\phi$,
\begin{equation}
H=BD^2-\frac\Delta2\,\vec n(\phi)\cdot\vec\sigma,\qquad B=\frac1{2R^2},\quad\Delta>0 .
\label{ring}
\end{equation}
The aligned spin has the lower energy. Spin-orbit coupling, the width of the ring and any magnetic flux acting on the orbital motion are left out.

\paragraph{Proposition.} Projection of $H$ on the aligned states $f(\phi)\chi_N$, with $f$ periodic, gives the levels
\begin{equation}
E_m=-\frac\Delta2+B\Big[\big(m+\sin^2\tfrac\theta2\big)^2+\tfrac14\sin^2\theta\Big],
\qquad m\in\mathbb Z .
\label{levels}
\end{equation}
The south patch gives the same levels with the label $m'=m+1$.

\paragraph{Proof.} Write $c=\cos\frac\theta2$ and $s=\sin\frac\theta2$; in this section $s$ is a number. Since $e^{-i\phi}De^{i\phi}=D+1$ and $c^2+s^2=1$,
\begin{align}
\chi_N^\dagger D^2(f\chi_N)&=\big[c^2D^2+s^2(D+1)^2\big]f\nonumber\\
&=\big[D^2+2s^2D+s^2\big]f\nonumber\\
&=\big[(D+s^2)^2+s^2c^2\big]f .
\end{align}
For $f=e^{im\phi}$, $D$ becomes $m$, and $s^2c^2=\frac14\sin^2\theta$ gives \eqref{levels}. In the south patch the upper component carries $e^{-i\phi}$, so the operator is
\begin{equation}
c^2(D-1)^2+s^2D^2=(D-c^2)^2+s^2c^2 .
\end{equation}
The same state reads $f\chi_N=(e^{i\phi}f)\chi_S$, so $m'=m+1$ and $m'-c^2=m+s^2$. $\square$

The shift $s^2$ is the coefficient of $d\phi$ in $a_N$, and $-c^2$ is that in $a_S$. The gauge factor relabels the orbital states and leaves the energies alone. The limit $\theta\to\pi$ makes this visible. The texture is then uniform and \eqref{levels} tends to $-\Delta/2+B(m+1)^2$. The offset in $m$ arises because $\chi_N$ still winds as $(0,e^{i\phi})^T$; the label $m'$ gives the usual $Bm'^2$. For $\theta\to0$ the roles of the patches are exchanged.

\paragraph{Validity of the projection.} The orthogonal spinor $\eta=(-s,e^{i\phi}c)^T$ is coupled to the aligned one by
\begin{equation}
B\eta^\dagger D^2(e^{im\phi}\chi_N)=V_me^{im\phi},\qquad
V_m=Bsc\big[(m+1)^2-m^2\big]=\tfrac B2(2m+1)\sin\theta .
\end{equation}
The state $e^{im\phi}\eta$ lies above $E_m$ by $\Delta+\delta_m$, where
\begin{equation}
\delta_m=B(c^2-s^2)\big[(m+1)^2-m^2\big]=B(2m+1)\cos\theta .
\end{equation}
No other $m$ is coupled, so each $m$ is a two-level problem. Expanding its lower eigenvalue in $1/\Delta$ gives
\begin{equation}
E_m^{\rm full}=E_m-\frac{V_m^2}{\Delta}+\frac{V_m^2\delta_m}{\Delta^2}+O(\Delta^{-3}).
\label{corrections}
\end{equation}
The projection is accurate when $B|2m+1|\ll\Delta$. Beyond this range the mixing is set by $V_m$ compared with the gap $\Delta+\delta_m$, not with $\Delta$ alone. For $\sin\theta\ne0$ the two states mix fully where $\delta_m\approx-\Delta$, even if $|V_m|\ll\Delta$, as happens for small $\sin\theta$. For $|m|\to\infty$ the exact states become spin up and spin down along $z$, so the spin no longer follows the texture. The aligned state then has weights $c^2$ and $s^2$ in them, which is a large error for a strongly tilted texture and a small one for a narrow cone. At $\theta=0$ and $\theta=\pi$ the texture is uniform, $V_m=0$, and the projected states are exact eigenstates for every $m$, although for $\Delta+\delta_m<0$ they are the upper level of their pair.

The two-level problem can also be solved in closed form. In the basis of spin up with $e^{im\phi}$ and spin down with $e^{i(m+1)\phi}$, its matrix is
\begin{equation}
B\big(m^2+m+\tfrac12\big)
-\tfrac12\big[\Delta\cos\theta+B(2m+1)\big]\sigma_z
-\tfrac12\Delta\sin\theta\,\sigma_x .
\end{equation}
The lower eigenvalue is the scalar term minus half the length of the vector multiplying $\vec\sigma/2$. The scalar terms for $m=0$ and $m=-1$ are equal, so
\begin{equation}
E_{-1}^{\rm full}-E_0^{\rm full}=\tfrac12(L_+-L_-),\qquad
L_\pm=\sqrt{\Delta^2+B^2\pm2\Delta B\cos\theta} .
\label{gap}
\end{equation}
For $B\ll\Delta$ this is $B\cos\theta$, with a relative correction of order $(B/\Delta)^2$. At $\theta=90^\circ$ it vanishes for every ratio $B/\Delta$. In the projected picture the shift is then $\frac12$, and $m=0$ and $m=-1$ are equally far from the minimum.

\section{Numerical case}

Take the round model values $R=10$ angstrom, $\Delta=2$ eV and $\theta=60^\circ$. Then $B=0.038100$ eV, $B/\Delta=0.019$, $\sin^2\frac\theta2=0.25$ and $\frac14\sin^2\theta=0.1875$. The lowest projected levels are
\begin{align}
E_0&=-1+0.0381\,(0.0625+0.1875)=-0.990475\ \mathrm{eV},\nonumber\\
E_{-1}&=-1+0.0381\,(0.5625+0.1875)=-0.971425\ \mathrm{eV}.
\end{align}
Numerical projection with either patch gives these values. Diagonalization of the full two-component Hamiltonian gives $-0.990610$ and $-0.971563$ eV. Most of the difference is the second-order term in \eqref{corrections}, $-0.0381^2\cdot0.75/8=-0.000136$ eV for both levels. The remainders are $1.29\times10^{-6}$ and $-1.30\times10^{-6}$ eV. Their opposite signs come from $\delta_m$, which is proportional to $2m+1$.

For $m=1$ and $m=-2$ the second-order shift is nine times larger, $-0.001225$ eV, because $(2m+1)^2=9$. The remainders, $3.47\times10^{-5}$ and $-3.52\times10^{-5}$ eV, are about 27 times those of the lowest pair, as the cubic dependence on $2m+1$ requires.

The lowest splitting is predicted as $B\cos\theta=0.019050$ eV. The full calculation gives 0.019047 eV, or $7.00\times10^{-4}$ hartree. The common second-order shift cancels in this difference. At $\theta=90^\circ$ the computed splitting is $5\times10^{-15}$ eV, which is zero within rounding. The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Example spinor (dimensionless): [0.8+0.j  0. +0.6j]
Its unit vector n (dimensionless): [0.   0.96 0.28]
North-patch spinor: [0.8+0.j  0. +0.6j]
South-patch spinor: [0. -0.8j 0.6+0.j ]
Relative phase north/south: 90.0000 degree
Largest fibre mismatch, 200 random spinors: 4.6e-16
Jump of north patch, phi 0 to 180 degree, at theta 1 degree: 0.01745
Jump of north patch, phi 0 to 180 degree, at theta 179 degree: 1.99992
Jump of south patch, phi 0 to 180 degree, at theta 1 degree: 1.99992
Jump of south patch, phi 0 to 180 degree, at theta 179 degree: 0.01745
Fixed spinor direction: theta 70, phi 20 degree
Hole of its projection: theta 110, phi 200 degree
Windings (g_N, g_S) at theta 60 degree: (0, 1)
Windings (g_N, g_S) at theta 150 degree: (-1, 0)
Loop phase at theta 60 degree, north patch: 1.57080 rad
Loop phase at theta 60 degree, south patch: -4.71239 rad
Difference of loop phases: 6.28319 rad
Flux through cap up to theta 60 degree (mesh): 1.5684 rad
Total flux / (2 pi): 1.000000
Ring radius R: 10.0 angstrom
Spin splitting Delta: 2.0 eV
Texture polar angle theta: 60 degree
Rotational energy B: 0.038100 eV
m= 0, south m'= 1: projected N -0.990475, S -0.990475 eV
  full -0.990610 eV, second-order shift -0.000136 eV, rest 1.29e-06 eV
m=-1, south m'= 0: projected N -0.971425, S -0.971425 eV
  full -0.971563 eV, second-order shift -0.000136 eV, rest -1.30e-06 eV
m= 1, south m'= 2: projected N -0.933325, S -0.933325 eV
  full -0.934515 eV, second-order shift -0.001225 eV, rest 3.47e-05 eV
m=-2, south m'=-1: projected N -0.876176, S -0.876176 eV
  full -0.877436 eV, second-order shift -0.001225 eV, rest -3.52e-05 eV
Predicted lowest splitting B cos(theta): 0.019050 eV
Full lowest splitting: 0.019047 eV = 6.9998e-04 hartree
Full lowest splitting at theta 90 degree: 4.7e-15 eV
\end{verbatim}
